# Positive-root bisection for trimethylaluminium dimer and ammonia-adduct equilibria

In the vapour-phase epitaxy of aluminium nitride, trimethylaluminium and ammonia enter the reactor in separate streams and meet in a warm mixing layer. There an aluminium molecule can stay free, pair with another of its kind, or bind an ammonia molecule through the nitrogen lone pair. A simulation of the gas needs the free monomer pressure at every point of that layer, where the ratio of ammonia to aluminium runs from zero to a large excess. The solver must therefore work for every ratio and never return a negative pressure.

## The two equilibria

Write M for the monomer $\mathrm{Al(CH_3)_3}$, L for ammonia, D for the dimer and A for the one-to-one adduct:

$$2\mathrm M\rightleftharpoons \mathrm D,\qquad \mathrm M+\mathrm L\rightleftharpoons \mathrm A .$$

Their partial pressures are $m,n,d,a$. The gas is ideal, at fixed temperature $T$ and volume, and no other reaction occurs. Let $X>0$ be the pressure the aluminium would have if it were all monomer, and $Y\ge 0$ the pressure of all the ammonia if it were free. A dimer holds two aluminium atoms, so

$$m+2d+a=X,\qquad n+a=Y. \tag{1}$$

In the algebra, quantities are in atomic units and $\tau=k_BT$ is an energy. The relations hold in any consistent units, and numbers are inserted in eV, K and Torr.

An ideal species has chemical potential $\mu_i=g_i+\tau\ln(p_i/p_0)$, where $p_0$ is the standard pressure. Its number density is $p_i/\tau$. The Helmholtz free energy per volume is the sum of density times $(\mu_i-\tau)$, or

$$\phi=\sum_i p_i\left[\ln\frac{p_i}{p_0}-1+\frac{g_i}{\tau}\right],\qquad \frac{\partial\phi}{\partial p_i}=\ln\frac{p_i}{p_0}+\frac{g_i}{\tau}.$$

Because aluminium and ammonia are conserved, we may set $g_M=g_L=0$. Then $g_D=\Delta H_D-T\Delta S_D$ and $g_A=\Delta H_A-T\Delta S_A$ are the standard free energies of the two associations. By (1), raising $d$ at fixed $a$ lowers $m$ twice as fast, and raising $a$ at fixed $d$ lowers $m$ and $n$ equally. The minimum therefore requires

$$\ln\frac d{p_0}+\frac{g_D}\tau-2\ln\frac m{p_0}=0,\qquad
\ln\frac a{p_0}+\frac{g_A}\tau-\ln\frac m{p_0}-\ln\frac n{p_0}=0 .$$

Exponentiation gives the laws of mass action,

$$d=K_Dm^2,\quad a=K_Amn,\qquad K_j=\frac{1}{p_0}e^{-(\Delta H_j-T\Delta S_j)/\tau}. \tag{2}$$

The stationary point is a minimum because each term of $\phi$ has second derivative $1/p_i>0$ and the constraints are linear.

## A case that defeats the direct attack

Take 360 K, a total pressure of 100 Torr made up mostly of carrier gas, $X=0.5$ Torr and $Y=0.3$ Torr. The rough typical reaction data used here are $\Delta H_D=-0.88$ eV, $\Delta S_D=-0.00190$ eV/K, $\Delta H_A=-1.00$ eV and $\Delta S_A=-0.00145$ eV/K. With $\tau=0.03102$ eV,

$$g_D=-0.88+0.684=-0.196\ \text{eV},\qquad g_A=-1.00+0.522=-0.478\ \text{eV}.$$

The standard pressure of 1 bar is 750.06 Torr, so (2) gives $K_D=0.739$ and $K_A=6556$ per Torr.

The direct attack reduces (1) and (2) to a polynomial. The ammonia balance reads $n(1+K_Am)=Y$, hence

$$n=\frac{Y}{1+K_Am}. \tag{3}$$

Putting this in the aluminium balance and multiplying by $1+K_Am$ gives

$$(m+2K_Dm^2-X)(1+K_Am)+K_AYm=0,$$

and, after collecting powers,

$$p(m)=2K_DK_Am^3+(K_A+2K_D)m^2+[1+K_A(Y-X)]m-X=0 .$$

Start Newton's method at $m=0$, a natural guess when most monomer is expected to be bound. The first step lands at

$$m_1=-\frac{p(0)}{p'(0)}=\frac{X}{1+K_A(Y-X)}=\frac{0.5}{1-1311}\approx-3.8\times10^{-4}\ \text{Torr}.$$

The iteration then converges to $m=-3.81\times10^{-4}$ Torr. By (3), the matching ammonia pressure is $-0.200$ Torr. This is a true root of the cubic, and it satisfies both balances and both mass-action laws. A small residual therefore cannot expose it. The first step goes negative whenever $K_A(X-Y)>1$, that is, for strong binding with aluminium in excess.

The cubic has lost the information that pressures are positive. Setting a negative answer to zero would break the balances, so positivity has to enter the method itself.

## One increasing function

Keep the denominator instead of clearing it. Equations (1) to (3) give

$$f(m)=m+2K_Dm^2+\frac{K_AYm}{1+K_Am}-X=0. \tag{4}$$

The first three terms are the aluminium held in monomer, dimer and adduct when the free monomer pressure is $m$ and the ammonia has adjusted to it. The derivative of the adduct term is

$$K_AY\,\frac{(1+K_Am)-K_Am}{(1+K_Am)^2}=\frac{K_AY}{(1+K_Am)^2},$$

so that

$$f'(m)=1+4K_D m+\frac{K_AY}{(1+K_Am)^2}\ \ge\ 1\qquad(m\ge0).$$

Adding free monomer raises every aluminium-bearing species, or leaves it unchanged if its constant or the ammonia total is zero. The two reactions compete for monomer, yet they cannot produce a second solution. At the ends,

$$f(0)=-X<0,\qquad f(X)=2K_DX^2+\frac{K_AYX}{1+K_AX}\ge0 .$$

A continuous, strictly increasing function with these signs has one root in $(0,X]$, and no larger root exists. The negative root found above lies outside this domain, beyond the pole of (4) at $m=-1/K_A$.

## A bracket that excludes zero

Bisection from $[0,X]$ would converge, but it reduces the absolute error, while a strongly bound monomer can be many orders of magnitude smaller than $X$. Its relative error would stay large for many steps. A positive lower bound allows bisection in $\ln m$ instead.

Factor the aluminium balance at the root:

$$m(1+2K_Dm+K_An)=X .$$

There $m\le X$ and $n\le Y$, so the bracket in parentheses is at most $1+2K_DX+K_AY$. Hence

$$\frac{X}{1+2K_DX+K_AY}\ \le\ m\ \le\ X. \tag{5}$$

The trial value is the geometric mean $\sqrt{m_-m_+}$ of the current ends. It replaces $m_-$ if $f<0$ there and $m_+$ otherwise. Each step halves $\ln(m_+/m_-)$, which starts at $\ln(1+2K_DX+K_AY)$. A final logarithmic width $\delta$ needs

$$s=\left\lceil\log_2\frac{\ln(1+2K_DX+K_AY)}{\delta}\right\rceil$$

steps. If both association terms vanish, the bracket has zero width and $m=X$. The constants enter through the logarithm of a logarithm, so even very strong binding adds few steps.

In the example the lower end is

$$\frac{0.5}{1+0.739+1966.7}=2.54\times10^{-4}\ \text{Torr}.$$

For $\delta=4.4\times10^{-16}$, twice the spacing of double-precision numbers at one, the count is 54. The first five trial values are 0.0113, 0.0751, 0.1937, 0.1206 and 0.1529 Torr. The third is too high and the others too low, so the root now lies between 0.1529 and 0.1937 Torr.

## The sign of $f$ near stoichiometry

Bisection uses only the sign of $f$, but a computer can get that sign wrong. Consider $X=Y=0.5$ Torr, $K_D=0$ and a deliberately extreme $K_A=10^{24}$ per Torr. With equal totals, the balances give $m=n$, hence $K_Am^2\approx X$ and $m\approx7\times10^{-13}$ Torr. The naive test compares

$$G(m)=m+2K_Dm^2+\frac{K_AYm}{1+K_Am}$$

with $X$. Nearly all of $G$ is adduct, which is saturated and hardly depends on $m$. Its logarithmic slope at the root is

$$\frac{d\ln G}{d\ln m}=\frac1X\left[m+\frac{K_AYm}{(1+K_Am)^2}\right]\approx\frac{m+n}{X}=\frac{2m}{X}\approx3\times10^{-12}.$$

Here the second term is $a/(1+K_Am)$, which is close to $a/(K_Am)=n$. A rounding error of $10^{-16}$ in $G$ therefore becomes an error of order $10^{-16}/(3\times10^{-12})\approx3\times10^{-5}$ in $m$. Double-precision bisection with the naive test did end $3$ to $4\times10^{-5}$ from the root, relative to the root, the digit depending on how the terms of $G$ are grouped. The distance was found by evaluating the cubic in exact rational arithmetic. Further steps cannot help, because the sign itself is unreliable.

The cure is to remove the large adduct pressure before rounding can hide the small ones. Subtracting the ammonia balance from the aluminium balance cancels $a$:

$$m+2K_Dm^2-n=X-Y .$$

With $n$ taken from (3), this has the same root as (4). Arrange the comparison so that both sides are sums of non-negative terms:

- If $K_Am\le1$, compare $G(m)$ with $X$.
- If $K_Am>1$ and $X\ge Y$, compare $m+2K_Dm^2$ with $(X-Y)+n$.
- If $K_Am>1$ and $X<Y$, compare $m+2K_Dm^2+(Y-X)$ with $n$.

In each case $f<0$ when the first side is smaller. Now let $R$ be the ratio of the first side to the second, and find its logarithmic slope. The slope of a sum of positive terms is the average of their slopes, weighted by their sizes.

In the first case the slopes of the three terms are 1, 2 and $1/(1+K_Am)$. The last is at least $1/2$ because $K_Am\le1$, while $X$ is constant. In the second case the first side has slope at least 1 and the second side does not increase, so the slope of $R$ is at least 1. In the third case the first side does not decrease, and

$$-\frac{d\ln n}{d\ln m}=\frac{K_Am}{1+K_Am}>\frac12 .$$

Thus $d\ln R/d\ln m\ge1/2$ throughout. To leading order in the rounding unit, a relative error in $R$ is at most doubled in $m$. The one subtraction, $X-Y$ or $Y-X$, acts on stored input numbers, so correct rounding gives it a relative error of at most half a unit in the last place. In the extreme case the new test leaves a relative error of $1.7\times10^{-16}$.

This protects against rounding in the calculation, not against uncertain inputs. Near $X=Y$ with strong binding, a small error in either measured total can change the free pressures greatly. In the 360 K example the naive slope is about 0.48, so the naive test would have served there. With the same constants and $X=Y=0.5$ Torr the slope falls to about 0.035, which still costs little accuracy. The safer test matters when binding is far stronger, and it lets one solver keep its precision for every ratio and constant.

## Recovering the other species

Once $m$ is known, compute in this order:

$$n=\frac{Y}{1+K_Am},\qquad d=K_Dm^2,\qquad a=K_Amn .$$

These are products and quotients of non-negative numbers, so no result can be negative. For non-zero totals and constants they are positive, provided the numbers stay within floating-point range. Computing $n$ as $Y-a$ would bring back the cancellation just removed.

For the example the result is

$$m=0.1616,\quad n=2.83\times10^{-4},\quad d=0.0193,\quad a=0.2997\ \text{Torr}.$$

The aluminium adds up as $0.1616+0.0386+0.2997=0.4999$ Torr, which is 0.5 within the rounding of the terms. The monomer pressure corresponds to $4.3\times10^{15}\ \mathrm{cm^{-3}}$. Numerical minimisation of $\phi$, without the mass-action laws, gives the same 0.1616 Torr.

## Three limits

**No ammonia.** For $Y=0$, equation (4) becomes $2K_Dm^2+m-X=0$. Multiplying the numerator and denominator of its positive root by $1+\sqrt{1+8K_DX}$ avoids a cancellation for weak dimerisation:

$$m=\frac{-1+\sqrt{1+8K_DX}}{4K_D}=\frac{2X}{1+\sqrt{1+8K_DX}} .$$

**Strong binding, aluminium in excess.** If $n\ll Y$ and $n\ll X-Y$, nearly every ammonia molecule takes one aluminium, and the remaining $X-Y$ obeys the same formula:

$$m\approx\frac{2(0.2)}{1+\sqrt{1+8(0.739)(0.2)}}=0.1615\ \text{Torr}.$$

This is 0.12% below the full result, relative to that result. The difference comes from the free ammonia: the aluminium outside the adduct is $X-Y+n$, and the extra $n$ raises $m$ by about $n/(1+4K_Dm)=1.9\times10^{-4}$ Torr.

**Ammonia in large excess.** For $X\ll Y$ we have $n\approx Y$. If also $2K_Dm\ll1+K_AY$, the factored balance gives

$$m\approx\frac{X}{1+K_AY},\qquad \frac aX\approx\frac{K_AY}{1+K_AY}.$$

Half the aluminium is bound when $K_AY=1$. Taking the logarithm with (2),

$$-\frac{\Delta H_A}{k_BT}+\frac{\Delta S_A}{k_B}+\ln\frac Y{p_0}=0
\quad\Rightarrow\quad
T_{1/2}=\frac{\Delta H_A}{\Delta S_A+k_B\ln(Y/p_0)} .$$

For $X=0.01$ and $Y=10$ Torr this is 549 K; a change of 0.05 eV in $\Delta H_A$ moves it by about 27 K. The full solution gives bound shares of 0.990 at 450 K, 0.489 at 550 K and 0.036 at 650 K.

Return to the first mixture and hold $X$ and $Y$ fixed while the temperature changes. The shares of the aluminium are then:

| $T$ (K) | monomer | dimer | adduct |
|---:|---:|---:|---:|
| 300 | 0.041 | 0.359 | 0.600 |
| 360 | 0.323 | 0.077 | 0.599 |
| 450 | 0.554 | 0.001 | 0.445 |
| 600 | 0.995 | 0.000 | 0.005 |

The adduct share cannot exceed $Y/X=0.6$, and it stays near that ceiling up to 360 K. Meanwhile the dimer gives way to monomer. For these data the two reactions therefore matter together only at the cool end of the scan.

## What the equilibrium model leaves out

Provided equilibrium is reached, the largest of the effects given a size here at 360 K is the uncertainty in the reaction data. A change of 0.05 eV in an enthalpy changes its constant by $e^{0.05/0.03102}\approx5$. Weaker or stronger dimer binding by that amount moves the monomer to 0.190 or 0.110 Torr. The same change in adduct binding moves the free ammonia to $1.4\times10^{-3}$ or $5.7\times10^{-5}$ Torr. The many digits of the root belong to the equation, not to the reactor.

A flow reactor holds pressure rather than volume. Each association removes one molecule, so the gas contracts and both totals rise by the factor $1+(d+a)/100\ \text{Torr}$. Solving again until this factor is consistent raises $m$ by 0.27%. Excluded volume is estimated from the second virial coefficient of hard spheres, $2\pi\sigma^3/3$. With $\sigma=6$ angstrom for every molecule, its product with the total density is $1.2\times10^{-3}$.

Equilibrium also takes time. While the adduct stays nearly saturated, a dimer disturbance $\delta d$ changes the monomer by $-2\delta d$. With dissociation rate $k$, linearising $\dot d=k(K_Dm^2-d)$ gives a decay rate $k(1+4K_Dm)$. A rough prefactor of $10^{15}\ \mathrm{s^{-1}}$ and a barrier of 0.88 eV give a relaxation time of 1.4 ms, short beside an assumed residence time of 0.1 s. At 300 K the same estimate gives 33 ms, so a gas starting as pure monomer and ammonia would still have a monomer pressure about 8% above equilibrium after 0.1 s. This time describes small disturbances of a saturated adduct, and the starting state matters. Trimethylaluminium equilibrated alone at 300 K is mostly dimer (0.033 Torr monomer, 0.234 Torr dimer). If ammonia binds only the monomer, the adduct must then wait for dissociation at $k\approx1.6\ \mathrm{s^{-1}}$. After 0.1 s at 300 K it has reached only about 35% of its equilibrium pressure, and the monomer is below 1% of its own. At 360 K the same feed equilibrates within 0.1 s. Dissociation prefactors a hundred times smaller would remove the margin even there, leaving the monomer at about 11% and the adduct at about 64% of their equilibrium values.

The adduct can also lose methane irreversibly, which the model excludes. With a rough barrier of 1.25 eV and prefactor of $10^{13}\ \mathrm{s^{-1}}$, first-order decay destroys $3\times10^{-6}$ of it in 0.1 s at 360 K, if every molecule stays bound throughout. On the same assumption the loss reaches 10% at 485 K and 96% at 549 K. These figures are sensitive to the barrier: at 1.20 eV the 10% point falls to 466 K, and at 1.0 eV it falls to 388 K, with a loss of 1% already at 360 K. Where fast exchange keeps only half the aluminium bound, the decay rate of the total is halved, and the loss at 549 K is still $1-\sqrt{0.036}\approx81\%$. The half-bound temperature is thus a property of the restricted equilibrium. If exchange is fast, half-binding can appear at first, but on these estimates methane loss removes most of the aluminium within 0.1 s.

A second ammonia ligand, with rough values of $-0.30$ eV and $-0.00130$ eV/K, would attach to $1.7\times10^{-9}$ of the adducts in the first mixture and $5.9\times10^{-5}$ in the ammonia-rich one, both at 360 K. Condensation is harder to exclude. Trouton's rule, with a vaporisation entropy of about $10.5k_B$, says that a liquid adduct would condense at 0.30 Torr and 360 K if its normal boiling point exceeded about 629 K. A solid phase needs its own vapour-pressure data.

Suppose the nitride is grown with ammonia in large excess and a surface far hotter than 360 K. The first mixture, poor in ammonia and rich in aluminium for such a process, stands for the aluminium side of a warm mixing layer; the second is closer to the mixed feed. The assumption of no irreversible chemistry can fail as the gas warms on its way to the hot surface. On the estimates above, the loss in 0.1 s is negligible at 360 K. At 549 K it takes about 81% of the aluminium in the ammonia-rich mixture, but only about 8% in the first mixture, where little adduct remains. Once the loss matters, the amounts $X$ and $Y$ available to the two equilibria are no longer conserved, and rate equations including methane loss must replace (4).
